Real decay rates of a vibrational ladder for Si-H bond breaking

**Result**

A bond climbs and descends its vibrational levels one at a time and breaks irreversibly from the top one. If the rates are constant in time and every up rate, down rate and the breaking rate is positive, the matrix that drives the populations can be turned into a real symmetric one by rescaling its levels. With N levels, the probability that the bond is intact is then

S(t) = Σ_j c_j exp(−λ_j t), j = 1,…,N,

with real coefficients c_j and real, positive, distinct rates λ_j. There is no sine, cosine or power of t. Some c_j may be negative. The statement concerns level populations; quantum coherences between levels are outside it.

**1. Two levels**

Let the bond go from level 0 to level 1 at rate u, return at rate d, and break from level 1 at rate k:

dp₀/dt = −u p₀ + d p₁
dp₁/dt = u p₀ − (d + k) p₁

A solution proportional to exp(−λt) requires (u − λ)(d + k − λ) − ud = 0, that is

λ² − (u + d + k)λ + uk = 0.

The discriminant is

(u + d + k)² − 4uk = (u − k)² + 2d(u + k) + d²,

which is positive for d > 0. Both roots are therefore real and distinct. Their sum and product are positive, so both are positive.

For a start in level 0, S(0) = 1. Adding the equations gives dS/dt = −k p₁, which vanishes at t = 0. Hence c₁ + c₂ = 1 and λ₁c₁ + λ₂c₂ = 0, so

c₁ = λ₂/(λ₂ − λ₁), c₂ = −λ₁/(λ₂ − λ₁).

With λ₁ < λ₂ the second coefficient is negative. It makes the survival curve start flat, because the bond must climb before it can break.

*Limit d → 0.* The rates become u and k. If also u = k, they coincide, and direct integration gives p₀ = exp(−ut), p₁ = ut exp(−ut), so

S = (1 + ut) exp(−ut).

This does not oscillate, but it is not a sum of pure exponentials. The condition d > 0 is needed for the result as stated.

**2. The general ladder**

Number the levels n = 0,…,M, with N = M + 1. Let u_n be the rate n → n+1 and d_n the rate n → n−1. For an interior level,

dp_n/dt = u_{n−1}p_{n−1} + d_{n+1}p_{n+1} − (u_n + d_n)p_n.

At the bottom the terms u_{−1} and d₀ are absent. At the top,

dp_M/dt = u_{M−1}p_{M−1} − (d_M + k)p_M.

Write this as dp/dt = Ap, where A_{mn} with m ≠ n is the rate from n to m. Each internal jump appears once as a loss and once as a gain, so the sum of all equations is

dS/dt = −k p_M ≤ 0.

Populations stay non-negative, since a level that has reached zero population can only gain. Survival therefore never rises. This alone does not exclude damped oscillating terms, as section 5 shows.

Define weights by

π₀ = 1, π_{n+1}/π_n = u_n/d_{n+1}.

Then π_n u_n = π_{n+1} d_{n+1}: the weights balance each rung separately. They are not the populations of the breaking bond. On a chain this definition meets no contradiction, because one path alone leads from level 0 to level n without retracing a rung.

Let D be the diagonal matrix with entries √π_n, and set H = D⁻¹AD. Its elements are H_{mn} = A_{mn}√(π_n/π_m), so

H_{n+1,n} = u_n √(d_{n+1}/u_n) = √(u_n d_{n+1})
H_{n,n+1} = d_{n+1} √(u_n/d_{n+1}) = √(u_n d_{n+1}).

The two are equal, and the diagonal of A is unchanged. H is real and symmetric, so its eigenvalues are real. A has the same eigenvalues, because H is A in rescaled coordinates. The breaking rate k sits on the diagonal and cannot spoil the symmetry. For the same reason, breaking from several levels is also allowed.

To find the sign of the eigenvalues, take a real vector x and group the terms of −xᵀHx by rung:

−xᵀHx = Σ_{n<M} [u_n x_n² + d_{n+1}x_{n+1}² − 2√(u_n d_{n+1}) x_n x_{n+1}] + k x_M².

Put x_n = √π_n y_n. The first term in the bracket becomes π_n u_n y_n². By the balance relation the second becomes π_n u_n y_{n+1}², and the cross term becomes −2π_n u_n y_n y_{n+1}. Thus

−xᵀHx = Σ_{n<M} π_n u_n (y_n − y_{n+1})² + k π_M y_M².

This is zero only if all y_n are equal and y_M = 0, hence only for x = 0. Every eigenvalue of H is therefore negative; call them −λ_j with λ_j > 0.

*Limit k → 0.* A constant y now gives zero. One decay rate vanishes, the bond never breaks, and the weights, once normalised, are its stationary populations.

The rates are also distinct. The first row of Hv = −λv fixes v₁ from v₀, the next row fixes v₂, and so on, since no off-diagonal element vanishes. If v₀ = 0, then v = 0. Two independent eigenvectors with the same λ could be combined into a nonzero one with v₀ = 0, which is impossible.

As a numerical test, twenty six-level ladders were given random rates between e⁻¹ and e. The eigenvalues of the original matrix A had imaginary parts below 10⁻⁹ in the same units and agreed with those of H.

**3. Survival and its coefficients**

Let v^j be the normalised eigenvectors of H. Since p(t) = D exp(Ht) D⁻¹ p(0), summing over levels gives

c_j = [Σ_m √π_m v_m^j] [Σ_n v_n^j p_n(0)/√π_n].

Everything here is real, which proves the stated form for any initial populations.

*Start with populations π_n/Σπ.* The second bracket becomes the first divided by Σπ, so c_j is a square divided by Σπ. It is not zero: summing the components of ADv^j = −λ_j Dv^j gives

k√π_M v_M^j = λ_j Σ_m √π_m v_m^j,

and v_M^j ≠ 0 by the same recursion run from the top. All coefficients are then positive.

*Start in level 0.* Let f(t) = k p_M(t) be the probability density of the breaking time. Its Laplace transform is k times the (M,0) element of (s − A)⁻¹. The cofactor needed is found by deleting row 0 and column M of s − A. What remains is triangular with −u₀,…,−u_{M−1} on its diagonal. Its determinant is (−1)^M Πu_n, and the cofactor sign (−1)^M cancels the sign. Therefore

f̃(s) = k Πu_n / Π_j (s + λ_j).

Since all λ_j > 0, the bond eventually breaks, so f̃(0) = 1 and k Πu_n = Πλ_j. Hence

f̃(s) = Π_j λ_j/(s + λ_j).

The partial fraction at s = −λ_j has coefficient λ_j Π_{i≠j} λ_i/(λ_i − λ_j). Integrating f from t to infinity divides this by λ_j:

c_j = Π_{i≠j} λ_i/(λ_i − λ_j).

With the rates in ascending order, j − 1 factors are negative, so the signs alternate, starting with plus. For N = 2 this returns section 1.

*Short times.* At large s, f̃ ≈ k Πu_n/s^N. Hence f ≈ k Πu_n t^{N−1}/(N−1)! and

1 − S ≈ k Πu_n t^N/N!.

The power N counts the N − 1 climbs and the final break.

**4. Mean life and slow rate**

For a start in level 0 the mean life is τ = −f̃′(0) = Σ_j 1/λ_j. A second form divides the mean life into successive stages of the climb. Let P_n be the total time spent in level n. The bond crosses each rung upward once more than downward, and it breaks once:

u_n P_n − d_{n+1}P_{n+1} = 1, k P_M = 1.

With P_n = π_n Q_n, the first relation becomes π_n u_n(Q_n − Q_{n+1}) = 1. Summing down from the top, writing u_M = k, gives Q_m = Σ_{n≥m} 1/(π_n u_n), so

τ = Σ_n (Σ_{m≤n} π_m)/(π_n u_n).

If the jump n → n+1 is treated as the breaking step, the same sum stopped at n gives the mean time to reach level n+1. Term n is therefore the mean time from the first arrival at level n to the first arrival at level n+1, and the last term runs from the first arrival at the top to breaking. Every term after the first includes time spent back in lower levels.

The slow rate λ₁ is bounded on both sides. Since τ contains 1/λ₁ and other positive terms, λ₁ ≥ 1/τ. Since λ₁ is the minimum of −xᵀHx/xᵀx, the choice y_n = 1 gives an upper bound:

1/τ ≤ λ₁ ≤ k π_M/Σπ.

*Limit of small k.* The last term of τ, equal to Σπ/(kπ_M), grows without bound while the others stay fixed. The ratio of the two bounds then tends to 1.

**5. Where the result stops**

Add a direct transition to a three-level ladder. Let the rates 0 → 1, 1 → 2 and the added 2 → 0 equal 1, let both single-step down rates be 0.05, and let k = 0.05. The bond is now driven round a loop. Two eigenvalues are

−1.567 ± 0.836 i,

in units of the up rate, each with a survival coefficient of size 0.0095. Survival now contains a damped oscillating term, although dS/dt = −k p₂ still prevents S from rising.

A closed loop is not itself the obstacle. If every pair of opposite rates balances with the same weights, the rescaling still makes the matrix symmetric. In this example π₂/π₀ = (1/0.05)² = 400, and adding a transition 0 → 2 at rate 400 makes all rates real again. Balance is sufficient for real rates, but section 7 shows that it is not necessary.

**6. A Si-H bond under current**

Consider the stretch mode of a Si-H bond at a Si/SiO₂ interface under hot-carrier stress. The parameters are rough typical values: ten equally spaced levels with quantum 0.25 eV, a breaking barrier E_B = 2.5 eV above the ground level, relaxation rate γ = 10⁹ s⁻¹, attempt rate ν = 10¹³ s⁻¹ and temperature T = 300 K.

A drain current of 0.5 mA/μm is 5 A/cm. Through a channel 2 nm thick it gives

J = 5/(2×10⁻⁷) = 2.5×10⁷ A/cm².

With an effective cross-section σ = 5×10⁻¹⁹ cm², electrons excite the lowest rung at

I = σJ/q = 7.80×10⁷ s⁻¹.

The phonon number is n_B = 6.31×10⁻⁵. Harmonic matrix elements make the rates grow with level:

u_n = (n + 1)(γn_B + I), d_n = n[γ(n_B + 1) + I].

Each rung then has the same weight ratio,

r = u₀/d₁ = 7.808×10⁷/1.078×10⁹ = 0.0724.

The top level lies 0.25 eV below the barrier, so k = ν exp(−0.25 eV/k_BT) = 6.31×10⁸ s⁻¹. The upper bound on the slow rate is about

k r⁹(1 − r) = 6.31×10⁸ × 5.09×10⁻¹¹ = 0.0321 s⁻¹.

The computed values are λ₁ = 0.0300 s⁻¹ and τ = 33.35 s. The last term of τ is 1/0.03211 = 31.14 s; the remaining 2.2 s is the mean time to reach the top level for the first time. This first climb is why λ₁ lies 7% below its upper bound.

The other nine rates run from 1.0×10⁹ to 1.31×10¹⁰ s⁻¹. Their coefficients alternate in sign and are below 10⁻⁹ in size. After the fast terms have died, S ≈ exp[−λ₁(t − t_d)], with

t_d = (ln c₁)/λ₁ ≈ Σ_{j>1} 1/λ_j = 2.7 ns.

The approximation holds because λ₁ is far smaller than the other rates. On the scale of seconds this model bond decays as a single exponential: S is 0.970 at 1 s, 0.741 at 10 s and 0.050 at 100 s.

**7. The model beside a real interface**

A mean life of 33 s is far below the years of service expected of a device, and the cross-section and the relaxation rate are rough choices that strongly affect it: γ = 3.4×10⁹ s⁻¹ in place of 10⁹ s⁻¹ lengthens the life to about 10⁶ s. The result illustrates the mechanism and does not predict a lifetime. Each comparison below starts from the example, and the factors quoted are for the slow rate relative to its value there.

As long as the bond breaks only by thermal passage over the barrier, giving up the equal level spacing has the largest effect among these comparisons; one-electron breaking from excited levels, treated below, removes most of it. A Morse well with the same first gap and barrier has 20 levels. With the same γ, I and harmonic growth of the rates, and with breaking allowed from every level, the slow rate is multiplied by 7.9×10⁻⁵. Its inverse rises to about 4×10⁵ s, or five days. The theorem still applies, since this is a nearest-neighbour ladder. In the harmonic ladder, by contrast, breaking from lower levels adds just 0.09%.

Electrons may also transfer two quanta at once. With such jumps at rate 0.01 I(n+1)(n+2) in both directions between n and n+2, the slow rate rises by a factor of 21. These jumps do not balance with the ladder's weights, so the proof no longer applies, yet all ten rates remain real for these values. With the prefactor raised from 0.01 to 0.05, two of them become a complex pair.

An oxide interface is disordered. Lowering the barrier by 0.1 eV multiplies the slow rate by 11.7; raising it by 0.1 eV multiplies it by 0.022. The response is unequal because a larger k shortens the 31.1 s term of τ but not the 2.2 s spent on the climb. An ensemble of such bonds need not decay as a single exponential, but an average of real exponentials contains no sine or cosine of t. Against ln t the slope of the decay can still rise and fall if the barriers cluster at separate values.

An oxide field of 5 MV/cm acting on a dipole of 0.05 e nm shifts the barrier by up to 0.025 eV, with a sign set by the dipole's orientation. The factor is 2.4 if the barrier is lowered by this amount and 0.40 if it is raised. Tunnelling through a parabolic barrier top with energy scale ε = 0.1 eV multiplies k by a/sin a, where a = ε/(2k_BT). This follows from averaging the transmission 1/[1 + exp(−2πE/ε)] over a Boltzmann distribution, with E measured from the barrier top. With x = 2πE/ε and α = a/π, the average relative to the classical rate is α∫exp(−αx)/[1 + exp(−x)] dx over all x, which equals απ/sin(απ) = a/sin a and converges only for a < π. Here a = 1.93, and the slow rate rises by a factor of 1.9. At 400 K, with γ and I held fixed and without tunnelling, the factor is 7.2.

At a drain bias of 1.2 V, breaking from the ground level by one electron of the thermal tail has a rate of about 10⁻¹⁴ s⁻¹, which is negligible here. Electron-electron scattering, which can populate that tail, is left out.

The example also leaves out breaking by one electron from an excited level, and this channel may dominate. From level 6 upward the bond lacks at most 1.0 eV, which a 1.2 eV electron can supply without the thermal tail. Level 6 holds a share of about r⁶(1 − r) = 1.3×10⁻⁷ of the bonds. If electrons broke them at the rate I, this level alone would add about 10 s⁻¹, far more than λ₁. Level 5 lacks 1.25 eV, just 0.05 eV more than the bias supplies; with the same thermal-tail factor as for the ground level it would add about 21 s⁻¹, bringing the slow rate to about 32 s⁻¹. The theorem would still apply, since breaking from several levels is allowed, but the mean life would be much shorter. The large Morse factor would also disappear: Morse level 6 lacks just under 1.2 eV, and with this channel and its tail the Morse ladder has a slow rate of about 11 s⁻¹, a third of the harmonic value.

Re-formation over a 1.5 eV barrier has a rate of about 6×10⁻¹³ s⁻¹ at 300 K, without any faster reaction with mobile hydrogen. At 400 K the same estimate gives 1.3×10⁻⁶ s⁻¹, or about nine days, so re-formation cannot be neglected there over years of service.

Finally, the width of the top harmonic level is 2.7×10⁻⁵ of the level spacing. This supports using populations alone here, though it does not prove that coherences are absent. The ratio does not carry over to the highest Morse levels. At the top one it reaches about 0.5, mainly because the breaking rate there approaches ν and partly because the spacing is smaller. About 97% of the breaking in the Morse ladder, however, occurs from levels 12 to 15, where the ratio stays below 10⁻³. The full set of rates and coefficients is in the numerical output below.

Table of computed values

```
driven 3-level cycle, eigenvalue: -1.5671 + 0.8364 i (units of up rate)
size of its survival coefficient: 0.009548
Si-H example, rough inputs
vibrational quantum: 0.25 eV
barrier above ground level: 2.5 eV
number of levels: 10
temperature: 300 K
relaxation rate gamma: 1e+09 1/s
attempt rate: 1e+13 1/s
drain current per width: 0.5 mA/um
channel thickness: 2 nm
effective cross-section: 5e-19 cm2
current density: 2.5e+07 A/cm2
electron-driven rate I: 7.802e+07 1/s
phonon number n_B: 6.313e-05
up rate 0->1: 7.808e+07 1/s
down rate 1->0: 1.078e+09 1/s
weight ratio per rung: 0.07243
breaking rate k from top: 6.312e+08 1/s
mode 1: rate 0.029985 1/s, coefficient 1
mode 2: rate 1e+09 1/s, coefficient -2.43e-10
mode 3: rate 2e+09 1/s, coefficient 4.232e-10
mode 4: rate 3.0004e+09 1/s, coefficient -5.409e-10
mode 5: rate 4.0093e+09 1/s, coefficient 4.503e-10
mode 6: rate 5.0846e+09 1/s, coefficient -2.257e-10
mode 7: rate 6.3648e+09 1/s, coefficient 6.251e-11
mode 8: rate 7.9923e+09 1/s, coefficient -9.057e-12
mode 9: rate 1.0118e+10 1/s, coefficient 6.286e-13
mode 10: rate 1.3089e+10 1/s, coefficient -1.441e-14
first coefficient minus 1: 8.206e-11
mean life: 33.35 s
upper bound on slow rate: 0.032109 1/s
incubation delay: 2.737 ns
survival at 1 s: 0.97046
survival at 10 s: 0.74093
survival at 100 s: 0.049863
neglected effects: slow rate divided by example value
Morse, 20 levels, all break: 7.87e-05
breaking also from lower levels: 1.00092
barrier -/+ 0.1 eV: 11.7 / 0.0223
field 5.0 MV/cm, dipole 0.05 e nm: shift 0.025 eV, ratio 2.37
tunnelling, barrier quantum 0.1 eV: 1.93
operation at 400 K: 7.17
two-quantum fraction 0.01: ratio 20.7, complex rates 0
one-electron breaking at 1.2 V: 1.1e-14 1/s
re-formation over 1.5 eV: 6.3e-13 1/s
top-level width / level spacing: 2.7e-05
```
